# The Half-Voltage Operating Window of a Selector Crossbar

A crossbar memory has a cell at every crossing of a row line and a column line. Each cell is a threshold selector in series with a memory element. The selector passes little current until its voltage reaches a threshold, and then it turns on. To write one cell, its row is set to a voltage $V>0$ and its column to $0$. All other lines, rows and columns alike, are held at a common potential $fV$ with $0\le f\le1$. The thresholds differ from cell to cell, but one value of $V$ must serve the whole array.

The following model is used throughout, except where a part changes it.

- The lines are ideal: every cell on a line feels the potential of its driver, also after another cell has turned on. While the lines are being charged, no cell voltage exceeds its final magnitude.
- Cell $k$ turns on if the magnitude of the voltage across the whole cell exceeds $T_k>0$, and stays off if it is below $T_k$. Equality counts as a failure, since the outcome is then undecided. Delay times are neglected.
- There are at least two rows and two columns, and every cell is addressed at some time.

An array *works* at $V$ if, for every address, the selected cell turns on and all others stay off. Turning on is necessary for writing but not sufficient: the memory element has its own requirements on current and duration, which are not treated here. Voltages are given in volts.

## (a) Thresholds and voltages of the cells

**Question.** How is the threshold of a cell related to that of its selector? What voltage does each cell feel when one cell is addressed?

**Solution.** Let the selector switch at its own voltage $T_s$, and let $I_s$ be the current it passes just before switching. The memory element is in series and carries the same current, with a voltage $v_m(I_s)$ across it. At the moment of switching, the whole cell therefore has the voltage

$$T=T_s+v_m(I_s).$$

The threshold of the cell is higher when the memory element is in its high-resistance state. If $T_k$ depends on the stored state or on the polarity, the array must work in all the cases that occur. Let $T_{\max}$ be the largest and $T_{\min}$ the smallest threshold over all cells, states and polarities in use, with the same magnitude $V$ for both polarities.

The voltage across a cell is its row potential minus its column potential. There are four kinds of cell:

- the selected cell: $V-0=V$;
- other cells in the selected row: $V-fV=(1-f)V$;
- other cells in the selected column: $fV-0=fV$;
- all remaining cells: $fV-fV=0$.

The second and third kinds share one line with the selected cell and are called half-selected. The remaining cells feel no voltage and carry no leakage current, which is the benefit of giving all unselected lines the same potential.

## (b) The potential of the unselected lines

**Question.** Which $f$ allows the largest write voltage without turning on a half-selected cell?

**Solution.** Every cell is half-selected in both ways at some time. It shares its row with the selected cell when a neighbour in that row is addressed, and its column when a neighbour in that column is addressed. The weakest cell, with threshold $T_{\min}$, must stay off in both cases:

$$(1-f)V<T_{\min},\qquad fV<T_{\min}.$$

Together these give

$$V<\frac{T_{\min}}{\max(f,\,1-f)} .$$

The numbers $f$ and $1-f$ add up to $1$, so the larger of them is at least $1/2$, with equality for $f=1/2$ alone. The best choice is thus to hold the unselected lines at $V/2$.

This was tested on a simulated array of $12\times12$ cells with $T_{\min}=0.989$ V, by addressing every cell at write voltages in steps of $0.005$ V. The highest working voltage was $1.975$ V for $f=0.50$, $1.795$ V for $f=0.45$ and $0.55$, and $1.645$ V for $f=0.40$ and $0.60$. The formula gives, for example, $0.989/0.60=1.648$ V for the last pair, which agrees within the step.

The result holds for a common potential of all unselected lines. If unselected rows are put at $V/3$ and unselected columns at $2V/3$, the half-selected cells feel $V-2V/3=V/3$ and $V/3-0=V/3$, and the remaining cells feel $V/3-2V/3=-V/3$. The upper limit rises to $3T_{\min}$, but now every unselected cell is biased and leaks. From here on $f=1/2$.

## (c) The operating window

**Question.** Find the necessary and sufficient condition on $V$ for the array to work. When does a suitable $V$ exist? What relative spread is allowed if the extreme thresholds are $\mu(1-d)$ and $\mu(1+d)$?

**Solution.** Suppose first that the array works at $V$. Each cell is selected at some time and must then turn on, so $V>T_k$ for every $k$. This is the same as $V>T_{\max}$. Each cell is also half-selected at some time and must then stay off, so $V/2<T_k$ for every $k$. This is the same as $V/2<T_{\min}$, or $V<2T_{\min}$. Both conditions are therefore necessary:

$$\boxed{\,T_{\max}<V<2T_{\min}\,}$$

Conversely, let $V$ satisfy them. For any address, the selected cell has $V>T_{\max}\ge T_k$ and turns on. A half-selected cell has $V/2<T_{\min}\le T_k$ and stays off. A remaining cell has $0<T_k$ and stays off. The conditions are therefore also sufficient.

The interval contains a voltage if and only if

$$T_{\max}<2T_{\min},$$

and its width is then $W=2T_{\min}-T_{\max}$. The strongest cell sets the lower edge and the weakest cell the upper edge. Without variation, $T_{\max}=T_{\min}=T$, and the window runs from $T$ to $2T$. Lowering the weakest threshold by some amount costs twice as much width as raising the strongest by the same amount, because the half-selected cell feels only half of $V$.

For the symmetric spread, the existence condition reads

$$\mu(1+d)<2\mu(1-d)\;\Rightarrow\;1+d<2-2d\;\Rightarrow\;3d<1\;\Rightarrow\;d<\tfrac13 .$$

The ratio $T_{\max}/T_{\min}$ alone decides whether a window exists. Multiplying all thresholds by a common factor moves the window but cannot close it. Adding a common voltage $c$ to all thresholds changes the width to $2(T_{\min}+c)-(T_{\max}+c)=W+c$, so a common downward shift narrows the window.

In the simulated array of part (b), $T_{\max}=1.392$ V and $2T_{\min}=1.978$ V. The array worked at every scanned voltage from $1.395$ to $1.975$ V and at no other. A second array with a much wider spread, for which $T_{\max}>2T_{\min}$, worked at no scanned voltage. The limit $d=1/3$ was tested from both sides, with $d=0.33$ and $d=0.34$.

## (d) Errors of the cell voltages

**Question.** Real cell voltages are not exact. Let the voltage at each cell deviate from its ideal value by at most $e$, in either direction and independently of the other cells. Which $V$ tolerates the largest $e$, and how large is it?

**Solution.** In the worst case, the strongest cell receives too little when selected and the weakest too much when half-selected:

$$V-e>T_{\max},\qquad \frac V2+e<T_{\min}.$$

The first condition gives $e<V-T_{\max}$ and the second $e<T_{\min}-V/2$. The first bound rises with $V$ and the second falls. The smaller of the two is therefore largest where they are equal:

$$V-T_{\max}=T_{\min}-\frac V2\;\Rightarrow\;\frac{3V}{2}=T_{\max}+T_{\min}\;\Rightarrow\;V^*=\frac23\,(T_{\max}+T_{\min}).$$

Inserting this into the first bound gives the tolerance

$$m^*=V^*-T_{\max}=\frac{2T_{\min}-T_{\max}}{3}=\frac W3 .$$

Any errors with $e<m^*$ are harmless at $V^*$. This includes the remaining cells, whose voltage is then at most $e<T_{\min}/3$. If the errors have the adverse signs and a size of $m^*$ or more, no $V$ works. Both statements were tested by simulation, with errors one per cent below and above $m^*$.

The voltage $V^*$ is not the middle of the window. The middle is $(2T_{\min}+T_{\max})/2$, which lies above $V^*$ by

$$\frac{2T_{\min}+T_{\max}}2-\frac{2(T_{\max}+T_{\min})}3=\frac{2T_{\min}-T_{\max}}6=\frac W6 .$$

The middle is the best choice against a different kind of error, in which $V$ itself is uncertain and the potential $V/2$ follows it. A deviation of $V$ then reaches the half-selected cells at half its size, and what counts is the distance of $V$ from the two edges.

Line resistance gives a third kind of error. With strongly nonlinear selectors, the drops along the lines lower the voltages of the selected and the half-selected cells together. If errors of size up to $e$ can only lower these voltages, the conditions are $V-e>T_{\max}$ and $V/2<T_{\min}$. The best $V$ then lies just below the upper edge, and the tolerance approaches $W$. The values $V^*$ and $W/3$ belong to errors of either sign and are a cautious choice for resistive drops.

## (e) Random thresholds and a preset voltage

**Question.** Let the $N$ cells have one threshold each, drawn independently from a distribution with density $p(T)$ and cumulative function $F(T)$. The write voltage is fixed before the array is made. With what probability does the array work? Find the best $V$ for a Gaussian distribution with mean $\mu$ and standard deviation $\sigma\ll\mu$.

**Solution.** By part (c), the array works if and only if every threshold lies between $V/2$ and $V$. One cell satisfies this with probability $F(V)-F(V/2)$. The cells are independent, so the probabilities multiply:

$$Y(V)=\left[F(V)-F(V/2)\right]^N .$$

For any $N$, the maximum of $Y$ is that of the bracket, whose derivative is $p(V)-\tfrac12p(V/2)$. The factor $\tfrac12$ comes from the chain rule. For the Gaussian density, the derivative vanishes if

$$e^{-(V-\mu)^2/2\sigma^2}=\tfrac12\,e^{-(V/2-\mu)^2/2\sigma^2}.$$

Taking logarithms and multiplying by $-2\sigma^2$ gives

$$(V-\mu)^2=\left(\frac V2-\mu\right)^2+2\sigma^2\ln2 .$$

The squares are expanded, and $\mu^2$ cancels:

$$V^2-2\mu V-\frac{V^2}4+\mu V=2\sigma^2\ln2\;\Rightarrow\;\frac34V^2-\mu V-2\sigma^2\ln2=0 .$$

The product of the roots is negative, so one root is positive:

$$V_{\rm opt}=\frac23\left[\mu+\sqrt{\mu^2+6\sigma^2\ln2}\,\right].$$

The derivative is positive where the quadratic expression is negative, which for $V>0$ means below $V_{\rm opt}$, and it is negative above. The root is therefore the maximum. It was also tested against direct numerical minimization of the failure probability.

For small $\sigma$, the square root in this formula is approximately $\mu+3\sigma^2\ln2/\mu$, and

$$V_{\rm opt}\approx\frac43\mu+\frac{2\sigma^2\ln2}{\mu}.$$

At $V=4\mu/3$, the limits $V$ and $V/2=2\mu/3$ are equally far from the mean. A small increase $dV$ then admits cells at the top with probability $p\,dV$ but loses cells at the bottom with probability $p\,dV/2$, since the lower limit moves half as fast. This is why the optimum lies slightly higher.

A Gaussian formally allows negative thresholds, which have no meaning here. Their probability must be negligible, hence the condition $\sigma\ll\mu$.

## (f) The allowed variation

**Question.** How small must $\sigma/\mu$ be so that an array of $N$ cells fails with probability at most $\varepsilon$? Use $V=4\mu/3$.

**Solution.** Let $Q(x)$ be the probability that a standard normal variable exceeds $x$. Both limits are $\mu/3$ away from the mean, so one cell is unsuitable with probability $2Q(\mu/3\sigma)$. The probability that at least one of $N$ cells is unsuitable is at most the sum of the single probabilities:

$$1-Y\le 2N\,Q\!\left(\frac{\mu}{3\sigma}\right).$$

The right-hand side is at most $\varepsilon$ if $\mu/3\sigma\ge z$, where $z$ is defined by $Q(z)=\varepsilon/2N$. A sufficient condition is therefore

$$\frac\sigma\mu\le\frac1{3z},\qquad Q(z)=\frac{\varepsilon}{2N}.$$

The dependence on $N$ is weak. For $x\ge0$, the substitution $t=x+s$ gives

$$Q(x)=\int_0^\infty\frac{e^{-(x+s)^2/2}}{\sqrt{2\pi}}\,ds\le e^{-x^2/2}\int_0^\infty\frac{e^{-s^2/2}}{\sqrt{2\pi}}\,ds=\tfrac12e^{-x^2/2},$$

because $e^{-xs}\le1$. Applied at $x=z$, this gives $\varepsilon/2N\le\frac12e^{-z^2/2}$, hence $z\le\sqrt{2\ln(N/\varepsilon)}$. The allowed $\sigma/\mu$ thus falls no faster than the inverse square root of a logarithm.

## (g) A voltage tuned to each array

**Question.** Suppose that the thresholds of each finished array are measured and $V$ is then chosen for it. With what probability does a working voltage exist?

**Solution.** The required event is $T_{\max}<2T_{\min}$. Let the smallest threshold lie between $m$ and $m+dm$. Any of the $N$ cells can be the smallest, which gives the factor $N\,p(m)\,dm$. The other $N-1$ thresholds must lie between $m$ and $2m$. Summing over $m$ gives

$$P=N\int_0^\infty p(m)\left[F(2m)-F(m)\right]^{N-1}dm .$$

If an array works at some preset $V$, then $T_{\max}<V<2T_{\min}$, and a window exists. Hence $P\ge Y(V)$ for every $V$. The converse fails: an array may have a window that does not contain the preset voltage.

Both laws were tested on $40\,000$ sampled arrays of $64$ cells with $\mu=1.20$ V and $\sigma=0.18$ V, a spread wide enough to make failures frequent. The preset voltage $1.637$ V worked in a fraction $0.202$ of the arrays, against $0.203$ from the formula. A window existed in a fraction $0.381$, against $0.384$. The standard error $\sqrt{P(1-P)/40\,000}$ of a sampled fraction, with $P$ the probability from the formula, is $0.0020$ in the first case and $0.0024$ in the second. Both differences are smaller than two standard errors.

## (h) An array of a million cells

**Question.** Take $1024\times1024$ cells with Gaussian thresholds, $\mu=1.20$ V and $\sigma=0.07$ V. These are round model parameters. Evaluate the results for one random sample and for the ensemble of such arrays.

**Solution.** One sample of $N=1\,048\,576$ thresholds has $T_{\min}=0.8748$ V and $T_{\max}=1.5516$ V. Since $2T_{\min}=1.7496$ V, the window is

$$1.552\ \text{V}<V<1.750\ \text{V},$$

with a width of $0.198$ V. The voltage with the best tolerance and the tolerance itself are

$$V^*=\tfrac23(1.5516+0.8748)\ \text{V}=1.618\ \text{V},\qquad m^*=\tfrac13(1.7496-1.5516)\ \text{V}=0.066\ \text{V}.$$

The cell voltages must therefore be correct to about $4\%$ of $V^*$, although the window without variation would be $1.2$ V wide.

At $V^*$ no cell fails. At $1.50$ V, below the window, $12$ cells do not turn on when selected. At $1.80$ V, above it, $12$ cells turn on when half-selected. The expected number is $9.6$ in both cases, because $1.50$ V lies $0.30$ V above the mean and $1.80/2=0.90$ V lies $0.30$ V below it. The symmetry makes the expected numbers equal; it does not require the two observed counts to agree.

For a preset voltage, $4\mu/3=1.600$ V, and the optimum is

$$V_{\rm opt}=\tfrac23\left[1.20+\sqrt{1.20^2+6(0.07)^2\ln2}\,\right]\text{V}=1.606\ \text{V}.$$

The limits lie $\mu/3\sigma=5.71$ standard deviations from the mean at $1.600$ V. An array then fails with probability $1.15\%$, and the union bound of part (f) gives $1.16\%$. At $V_{\rm opt}$ the failure probability is $1.08\%$, so the shift of $6$ mV brings little.

For $\varepsilon=0.01$, the condition of part (f) requires $z=5.74$ and thus $\sigma\le1.20/(3\times5.74)\ \text{V}=0.0697$ V, or $5.8\%$ of the mean. The chosen $0.07$ V misses this narrowly, in agreement with a failure probability just above $1\%$. By construction, this limit is the condition $d<1/3$ of part (c) with $d=z\sigma/\mu$: $5.74$ standard deviations of $5.8\%$ each make one third of the mean. It assumes one threshold per cell. If the two stored states have mean thresholds $\mu\pm\Delta/2$, the distance to both limits at $V=4\mu/3$ shrinks to $\mu/3-\Delta/2$. For $\Delta=0.1$ V the condition becomes $\sigma\le0.35/5.74\ \text{V}=0.061$ V, or $5.1\%$ of the mean.

With a voltage tuned to each array, the failure probability drops to $0.065\%$, about $17$ times less than at the best preset voltage. A preset voltage fails as soon as one extreme threshold crosses its fixed limit. At $V_{\rm opt}$, part (e) gives $p(V/2)=2p(V)$, so about two thirds of these failures come from an unusually weak cell and one third from an unusually strong one. With tuning, a weak cell can be accommodated by lowering $V$ and a strong cell by raising it, provided that the other extreme leaves room.

These probabilities depend on the Gaussian form in the far tails, roughly five standard deviations from the mean and beyond, and on independent cells. A few defective cells in a real array can change them greatly. They also count a window of any width as a success. If a tolerance $e$ is required as in part (d), the event for a tuned voltage becomes $2T_{\min}-T_{\max}>3e$. For $e=0.03$ V the failure probability rises to about $3\%$ with tuning and about $12\%$ with a preset voltage. The window of part (c) needs neither assumption, since it refers to the actual extremes. If thresholds drift or vary from one switching event to the next, a fixed $V$ is certain to work if it lies in the window formed with the extremes over the whole period of use. The numerical output below lists the values to more digits.

## Calculated quantities

```
SMALL SIMULATED ARRAY, 12 x 12 cells
T_min = 0.9891 V, T_max = 1.3920 V
window upper limit 2*T_min = 1.9781 V
lowest working scan voltage = 1.395 V
highest working scan voltage = 1.975 V
scan step = 0.005 V
bias fraction 0.40: highest working V = 1.645 V
bias fraction 0.45: highest working V = 1.795 V
bias fraction 0.50: highest working V = 1.975 V
bias fraction 0.55: highest working V = 1.795 V
bias fraction 0.60: highest working V = 1.645 V
PROBABILITY TEST
cells = 64, arrays = 40000, sigma = 0.18 V
preset V = 1.6366 V
preset success: sampled 0.2023, formula 0.2028
tuned success: sampled 0.3812, formula 0.3841
WORKED ARRAY
side = 1024 cells, N = 1048576 cells
mu = 1.20 V, sigma = 0.07 V, sigma/mu = 0.05833
sampled T_min = 0.8748 V, T_max = 1.5516 V
window = 1.5516 V to 1.7496 V
window width = 0.1981 V
window midpoint = 1.6506 V
best-margin V = 1.6176 V, margin = 0.0660 V
V = 1.5000 V: not turned on 12, half-select failures 0
  expected: 9.5501 and 0.0001
V = 1.6176 V: not turned on 0, half-select failures 0
  expected: 0.0013 and 0.0120
V = 1.8000 V: not turned on 0, half-select failures 12
  expected: 0.0000 and 9.5501
4*mu/3 = 1.6000 V
optimal preset V = 1.60564 V
distance mu/(3*sigma) = 5.7143 standard deviations
array failure at 4*mu/3 = 0.011485
union bound at 4*mu/3 = 0.011552
array failure at optimal preset V = 0.010840
array failure with tuned V = 6.533e-04
allowed array failure = 0.01
required z = 5.7388, sigma limit = 0.06970 V
sigma limit / mu = 0.05808
```
